\section*{Momentum-relaxed absorption of an amorphous quantum well and its Tauc limit}

\section*{Question}

I am trying to model the absorption edge of a thin amorphous semiconductor layer between two wide-gap barriers. Both bands are parabolic and split into subbands. Because the material is amorphous, I don't want to impose conservation of in-plane momentum, and I see no reason to keep the rule that the electron and hole subband numbers must be equal.

For one pair of subbands the joint density of states should then be a convolution of two constants. But I am stuck on the sum. Does every pair enter with the same strength? How can a sum of straight lines turn into the quadratic Tauc law of the bulk? And if I draw a Tauc line through data on a thin layer, does its intercept give me the confinement energy?

\section*{Answer}

\subsection*{Model and golden rule}

I use Hartree atomic units, so $\hbar=e=1$, the free-electron mass is 1, and $c\approx137$. The layer has thickness $L$, area $A$ and hard walls. The valence band is full, the light is polarized in the plane, and the refractive index $n_r$ is constant. Excitons and tail states are left out.

A field $E_0\cos\omega t$ couples to the electron through a term $(E_0/2\omega)\,p\,e^{-i\omega t}$, up to a phase, where $p$ is the momentum component along the field. The transition rate is $2\pi(E_0/2\omega)^2|p_{cv}|^2\delta(E_c-E_v-\omega)$. Multiplying by $\omega$ for the energy and by 2 for spin gives the absorbed power per volume, which must equal $\omega\varepsilon_2E_0^2/8\pi$. Hence
\begin{equation}
\varepsilon_2=\frac{8\pi^2}{\omega^2AL}\sum_{c,v}|p_{cv}|^2\,\delta(E_c-E_v-\omega),\qquad
\alpha=\frac{\omega\varepsilon_2}{n_rc}.
\label{gold}
\end{equation}
The sum runs over orbital states. The natural quantity is $\alpha\omega$, because the factor $1/\omega^2$ then cancels.

\subsection*{What disorder does to the matrix element}

Take clean envelope states, $\psi=\sqrt{2/L}\,\sin(n\pi z/L)\,e^{i\mathbf k\cdot\mathbf r}/\sqrt A$ for electrons, and the same form with $m,\mathbf k'$ for the valence band. Put the disorder into the local interband momentum $p(\mathbf r)$, a random field of zero mean and negligible correlation length:
\begin{equation}
\langle p(\mathbf r)p^*(\mathbf r')\rangle=S\,\delta(\mathbf r-\mathbf r'),\qquad S=P^2v_0 .
\end{equation}
Here $P$ is the local size of the momentum and $v_0$ its correlation volume. With $p_{cv}=\int\psi_c^*\,p\,\psi_v\,d^3r$, the delta function sets $\mathbf r'=\mathbf r$ in the double integral for $|p_{cv}|^2$. The plane-wave phases cancel, and
\begin{align}
\langle|p_{cv}|^2\rangle
&=S\int|\psi_c|^2|\psi_v|^2d^3r
=\frac{S}{A}\,\frac{4}{L^2}\int_0^L\sin^2\frac{n\pi z}{L}\,\sin^2\frac{m\pi z}{L}\,dz\nonumber\\
&=\frac{S}{AL^2}\int_0^L\Bigl(1-\cos\frac{2n\pi z}{L}\Bigr)\Bigl(1-\cos\frac{2m\pi z}{L}\Bigr)dz
=\frac{S}{AL}\,w_{nm},
\end{align}
with $w_{nm}=1+\tfrac12\delta_{nm}$. The single cosines integrate to zero; their product gives $L/2$ when $n=m$ and zero otherwise.

So the strength does not depend on $\mathbf k$ or $\mathbf k'$: this is momentum relaxation. The pairs are not all equal, however. Those with $n=m$ weigh $3/2$, because their densities peak at the same places.

\subsection*{One pair gives a ramp}

Let $\Delta=\omega-E_g$, and define the confinement energies
\begin{equation}
a=\frac{\pi^2}{2m_eL^2},\qquad b=\frac{\pi^2}{2m_hL^2}.
\end{equation}
The energy left for in-plane motion is $X=\Delta-an^2-bm^2$. In two dimensions
\begin{equation}
\sum_{\mathbf k}\to\frac{A}{(2\pi)^2}\int2\pi k\,dk=\frac{Am_e}{2\pi}\int_0^\infty d\epsilon ,
\end{equation}
since $k\,dk=m_e\,d\epsilon$, and likewise for holes. Therefore
\begin{equation}
\sum_{\mathbf k,\mathbf k'}\delta(\epsilon+\epsilon'-X)
=\frac{A^2m_em_h}{4\pi^2}\int_0^\infty\!\!\int_0^\infty\delta(\epsilon+\epsilon'-X)\,d\epsilon\,d\epsilon'
=\frac{A^2m_em_h}{4\pi^2}\,X_+ ,
\end{equation}
where $X_+=\max(X,0)$. Each electron energy between 0 and $X$ has one matching hole energy, so the integral is the length of that interval. Had $\mathbf k$ been conserved, one sum would be missing and the pair would give a step.

Inserting this and $\langle|p_{cv}|^2\rangle$ in (\ref{gold}), all factors of $A$ cancel:
\begin{equation}
\boxed{\;\alpha\omega=K\sum_{n,m\ge1}w_{nm}\,(\Delta-an^2-bm^2)_+,\qquad
K=\frac{2Sm_em_h}{n_rc\,L^2}\;}
\label{main}
\end{equation}
The ramp is linear in $\alpha\omega$, not in $\alpha$. Just above the edge one pair is open, and $\alpha\omega=\tfrac32K(\Delta-a-b)$ until the next onset, higher by $3\min(a,b)$. In that range a Tauc plot of $\sqrt{\alpha\omega}$ follows a square root, not a straight line.

\subsection*{Many ramps give a parabola}

As the photon energy rises, more ramps open and the total slope grows. When $\Delta\gg a,b$ the sum may be replaced by an integral. Put $u=\sqrt a\,n$ and $v=\sqrt b\,m$; each pair occupies an area $\sqrt{ab}$ of the $(u,v)$ plane, and the open pairs fill a quarter disc of radius $\sqrt\Delta$:
\begin{equation}
\sum_{n,m}(\dots)_+\to\frac1{\sqrt{ab}}\,\frac{\pi}{2}\int_0^{\sqrt\Delta}(\Delta-\rho^2)\rho\,d\rho
=\frac{\pi\Delta^2}{8\sqrt{ab}} .
\end{equation}
The extra weight of the diagonal pairs is a single sum, of order $L$, against $L^2$ here, so it drops out. With $\sqrt{ab}=\pi^2/(2L^2\sqrt{m_em_h})$,
\begin{equation}
\alpha\omega\to K\,\frac{L^2\sqrt{m_em_h}}{4\pi}\,\Delta^2=B\Delta^2,\qquad
B=\frac{S(m_em_h)^{3/2}}{2\pi n_rc}.
\label{tauc}
\end{equation}
This is Tauc's law, and the thickness has cancelled.

The bulk calculation must agree. There $\langle|p_{cv}|^2\rangle=S/V$, and the density of states per spin and volume is $g(\epsilon)=m_i^{3/2}\sqrt{2\epsilon}/2\pi^2$ for a band of mass $m_i$. Then
\begin{equation}
\alpha\omega=\frac{8\pi^2S}{n_rc}\,\frac{2(m_em_h)^{3/2}}{4\pi^4}\int_0^\Delta\!\sqrt{\epsilon(\Delta-\epsilon)}\,d\epsilon
=\frac{4S(m_em_h)^{3/2}}{\pi^2n_rc}\,\frac{\pi\Delta^2}{8},
\end{equation}
the integral being the area of a half disc of radius $\Delta/2$. The result equals (\ref{tauc}).

Relaxing the in-plane momentum alone is not enough. If $n=m$ were still enforced, the sum would tend to
\begin{equation}
\int_0^{\sqrt{\Delta/(a+b)}}[\Delta-(a+b)n^2]\,dn=\frac{2\Delta^{3/2}}{3\sqrt{a+b}},
\end{equation}
a power $3/2$. The square also rests on a constant momentum strength. If the dipole strength were constant instead, $|p_{cv}|^2=\omega^2|x_{cv}|^2$ would add a factor $\omega^2$, and $\sqrt{\alpha/\omega}$ would be the straight line.

\subsection*{How thick is thick?}

Write $F(n,m)=(\Delta-an^2-bm^2)_+$. It is even in both arguments, so the quadrant sum is
\begin{equation}
\sum_{n,m\ge1}F=\frac14\Bigl[\sum_{n,m\in\mathbb Z}F(n,m)-\sum_{n\in\mathbb Z}F(n,0)-\sum_{m\in\mathbb Z}F(0,m)+F(0,0)\Bigr].
\end{equation}
By Poisson summation, each sum over all integers is the corresponding integral plus oscillating terms. The double integral is $\pi\Delta^2/2\sqrt{ab}$, and the single ones are $4\Delta^{3/2}/3\sqrt a$ and $4\Delta^{3/2}/3\sqrt b$. Thus
\begin{equation}
\sum_{n,m\ge1}F=\frac{\pi\Delta^2}{8\sqrt{ab}}-\frac{\Delta^{3/2}}3\Bigl(\frac1{\sqrt a}+\frac1{\sqrt b}\Bigr)+\frac\Delta4+\text{osc.}
\end{equation}
The diagonal extra is treated in the same way:
\begin{equation}
\frac12\sum_{n\ge1}[\Delta-(a+b)n^2]_+
=\frac14\Bigl[\frac{4\Delta^{3/2}}{3\sqrt{a+b}}-\Delta\Bigr]+\text{osc.}
\end{equation}
The terms linear in $\Delta$ cancel. Multiplying the total by $K=(8/\pi)\sqrt{ab}\,B$ and dividing by $B\Delta^2$ gives
\begin{equation}
\frac{\alpha\omega}{B\Delta^2}\simeq1-\frac{\kappa}{\sqrt\Delta},\qquad
\kappa=\frac{8}{3\pi}\Bigl[\sqrt a+\sqrt b-\sqrt{\frac{ab}{a+b}}\Bigr].
\label{two}
\end{equation}
Since $\kappa\propto1/L$, the approach to the bulk is slow. The deficit comes from the absent states $n=0$ and $m=0$, that is, from envelopes forced to vanish at the walls. The extra weight of the diagonal pairs, the negative term in $\kappa$, makes up part of it, about 30\% for the masses used below.

The oscillating terms are smaller. Integrating by parts twice, the Fourier transform of $(\Delta-\rho^2)_+$ in the plane is $\Delta J_2(2\pi q\sqrt\Delta)/\pi q^2$. The sum needs it at $q^2=q_x^2/a+q_y^2/b$ with integer $q_x,q_y$, so $q\propto L$. As $J_2$ falls like $q^{-1/2}$, these terms are of relative order $L^{-5/2}$; those of the single sums fall faster still.

\subsection*{What a Tauc line measures}

To first order in $\kappa$, (\ref{two}) gives $\sqrt{\alpha\omega/B}\simeq\Delta-\tfrac12\kappa\sqrt\Delta$. The tangent at $\Delta_0$ has slope $1-\kappa/4\sqrt{\Delta_0}$ and crosses zero at
\begin{equation}
\Delta_T\simeq\Delta_0-\Bigl(\Delta_0-\frac{\kappa\sqrt{\Delta_0}}2\Bigr)\Bigl(1+\frac{\kappa}{4\sqrt{\Delta_0}}\Bigr)
\simeq\frac{\kappa\sqrt{\Delta_0}}4 .
\label{shift}
\end{equation}
So the answer to your last question is no. As long as many pairs are open, the intercept moves as $1/L$ and depends on where you fit, while the true edge moves by $a+b\propto1/L^2$.

\subsection*{A worked case}

Take round values meant to resemble hydrogenated amorphous silicon between nitride barriers: $E_g=1.7$ eV, $m_e=0.3$, $m_h=1.0$, $n_r=4$ and $B=5\times10^5$ cm$^{-1}$eV$^{-1}$. For $L=4$ nm, $a=78.3$ meV and $b=23.5$ meV, so $\sqrt{ab}=42.9$ meV and
\begin{equation}
K=\frac8\pi\,(0.0429\ \text{eV})(5\times10^5\ \text{cm}^{-1}\text{eV}^{-1})=5.46\times10^4\ \text{cm}^{-1}.
\end{equation}
At $\omega=2.2$ eV, $\Delta=0.5$ eV. The first pair contributes $1.5\times5.46\times10^4\times(2.2-1.8018)/2.2=1.48\times10^4$ cm$^{-1}$. Six pairs are open:

\begin{center}
\begin{tabular}{cccc}
$(n,m)$ & onset (eV) & $w_{nm}$ & $\alpha$ ($10^3$ cm$^{-1}$)\\
(1,1) & 1.802 & 1.5 & 14.8\\
(1,2) & 1.872 & 1.0 & 8.1\\
(1,3) & 1.990 & 1.0 & 5.2\\
(2,1) & 2.037 & 1.0 & 4.1\\
(2,2) & 2.107 & 1.5 & 3.5\\
(1,4) & 2.154 & 1.0 & 1.1
\end{tabular}
\end{center}

They add up to $3.68\times10^4$ cm$^{-1}$. The bulk value is $5\times10^5\times0.5^2/2.2=5.68\times10^4$ cm$^{-1}$, so the ratio is 0.648. Formula (\ref{two}) gives 0.641, although few pairs are open.

Now vary $L$ with all other parameters fixed. The Tauc line is fitted between 2.0 and 2.5 eV, and (\ref{shift}) is evaluated at the middle of that window, $\Delta_0=0.55$ eV. The last column is again at 2.2 eV.

\begin{center}
\begin{tabular}{ccccc}
$L$ (nm) & $a+b$ (meV) & fitted shift (meV) & (\ref{shift}) (meV) & $\alpha/\alpha_{\rm bulk}$\\
3 & 181 & 70 & 63 & 0.52\\
4 & 102 & 66 & 47 & 0.65\\
6 & 45 & 38 & 31 & 0.76\\
12 & 11.3 & 16.6 & 15.7 & 0.88\\
24 & 2.8 & 7.9 & 7.8 & 0.94\\
48 & 0.7 & 3.9 & 3.9 & 0.97
\end{tabular}
\end{center}

In this model (hard walls, zero correlation length) and with this window, the fitted shift understates the edge shift below about 8 nm and overstates it above. Between 3 and 4 nm it does not fall steadily: it first rises to about 80 meV near 3.5 nm. This bump comes from the oscillating terms, which (\ref{shift}) drops, along with the higher orders in $\kappa$.

\subsection*{How far to trust this for a real layer}

The parameters are rough typical values, and the effective masses in particular are model quantities. The model also assumes that the envelopes stay coherent across the layer, which strong disorder can prevent. A mean free path $\lambda$ gives a level a width of about $v/\lambda$, where $v$ is the carrier velocity across the layer. For $\lambda=1$ nm this is 0.2 eV for the lowest electron level in a 4 nm well, more than twice $a$, and separate subbands would lose their meaning. The separate ramps, and the figures given here for thin layers, therefore need $\lambda$ to be at least comparable with $L$. The following estimates are for the 4 nm well.

With barriers of 1.0 eV for electrons and 0.8 eV for holes, the same masses everywhere and absorption in the well region alone, the edge shift falls from 102 to 75 meV. At 2.2 eV, $\alpha$ rises by 23\%, to $4.5\times10^4$ cm$^{-1}$. A thickness error of 0.3 nm either way moves the hard-wall edge shift to 119 or 88 meV. Gaussian broadening with a standard deviation of 50 meV changes $\alpha$ by 1\% at 2.2 eV but raises it by 24\% at 1.85 eV. As the first two onsets are 71 meV apart, separate ramps would be hard to see.

Full momentum relaxation is an assumption too. The chosen $B$ implies $S=1.5\times10^3$ atomic units. If the Kane energy $2P^2$ is taken as 20 eV, then $v_0^{1/3}=0.85$ nm. For a Gaussian correlation function this means a correlation length $\ell=0.34$ nm, and the strength acquires a factor $e^{-|\mathbf k-\mathbf k'|^2\ell^2/2}$. Averaged over the in-plane states of the first pair, that factor is 0.91 at 0.1 eV above onset and 0.76 at 0.3 eV. In the bulk at $\Delta=0.5$ eV it is 0.63. The ramps therefore bend downward, and so does the Tauc line. These factors are estimates of size, since $B$ was converted to $S$ with the zero-range formula. For the well they also leave out the motion across the layer, through which a finite $\ell$ lowers the strength further, by an amount that depends on the pair and is smallest for $(1,1)$. The bending matters for the fitted intercept. With $\ell=0.34$ nm, the motion across the layer included and the same window, the bulk intercept lies about 150 meV below $E_g$. The shift of the well relative to it is about 104, 110, 65 and 29 meV at 3, 4, 6 and 12 nm, in place of 70, 66, 38 and 17 meV. The fitted shifts in the table are therefore zero-range values, and at 4 and 6 nm they would exceed the edge shift instead of falling short of it. No photon energy is free of all these errors. The assumption of full momentum relaxation is best just above the absorption edge, where $|\mathbf k-\mathbf k'|\ell$ is small, but there $\alpha$ is most sensitive to broadening, barrier height and thickness, and the neglected tail states and excitons matter too. Higher up, broadening and thickness weigh less, the barriers keep adding 20 to 30\% between 1.9 and 2.4 eV, and the finite $\ell$ weighs more. The full figures are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
masses me, mh = 0.3, 1.0 (electron masses); index = 4.0
bulk gap = 1.7 eV; photon energy = 2.2 eV
Tauc constant B = 5.00e+05 cm^-1 eV^-1
implied strength P^2 v0 = 1509.1 a.u.
well L = 4.0 nm: a = 78.34 meV, b = 23.50 meV
ramp slope K = 5.4633e+04 cm^-1
open pairs: n m onset/eV weight alpha/cm^-1
  1 1 1.8018 1.5 14831.2
  1 2 1.8723 1.0 8136.6
  1 3 1.9899 1.0 5218.5
  1 4 2.1544 1.0 1133.1
  2 1 2.0369 1.0 4051.2
  2 2 2.1074 1.5 3450.6
alpha of well, all pairs = 36821.3 cm^-1
alpha of bulk = 56818.2 cm^-1
single-pass absorbed fraction alpha*L = 0.01473
L/nm edge shift/meV fitted Tauc shift/meV 1/L law/meV alpha/bulk two-term
  3 181.05 69.67 62.69 0.5222 0.5218
  4 101.84 65.53 47.01 0.6481 0.6414
  6 45.26 37.92 31.34 0.7646 0.7609
  12 11.32 16.61 15.67 0.8816 0.8805
  24 2.83 7.91 7.84 0.9401 0.9402
  48 0.71 3.86 3.92 0.9701 0.9701
fit window 2.0 to 2.5 eV; ratios at the photon energy above
powers of D at 400 nm: all pairs 2.0017, n=m only 1.5016
Tauc shift 100 nm / 200 nm = 2.0108
random-field test, worst deviation = 0.0190
state counting, worst: ramp 0.00014, step 0.0039
two-term law at 40 nm, worst deviation = 1.33e-05
barriers: electron 1.0 eV, hole 0.8 eV
  edge shift with barriers = 75.36 meV
  alpha with barriers = 45122.8 cm^-1
broadening 50 meV: alpha at 2.2 eV = 37213.3 cm^-1
  at 1.85 eV: sharp 2133.3, broadened 2649.2 cm^-1
  first to second onset = 70.51 meV
edge shift at L -/+ 0.3 nm = 119.03 / 88.13 meV
Kane energy 20.0 eV: v0^(1/3) = 0.847 nm, correlation length = 0.338 nm
  ramp (1,1) factor 0.1 eV above onset = 0.909
  ramp (1,1) factor 0.3 eV above onset = 0.757
  bulk factor at D = 0.5 eV = 0.633
\end{verbatim}
